# The linear Stark effect of a tetrahedral acceptor quartet, derived twice, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: symmetry and time reversal

### What the symmetry leaves open

An energy linear in an electric field is a dipole moment times the field. For a fourfold level the dipole moment is replaced by three matrices, one for each field component, and symmetry decides which matrices may appear. On a site of tetrahedral symmetry $T_d$ the answer contains one unknown number.

The level is the ground level of a hole bound to an acceptor. It is of type $\Gamma_8$: its four states can be labelled $|m\rangle$ with $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, and the operations of the site act on them as rotations act on an angular momentum $J=\tfrac32$. The matrices $J_x,J_y,J_z$ are dimensionless and have the standard phases, and $x,y,z$ are the cube axes. The label $J$ describes how the states transform. It does not say that the hole has a conserved angular momentum.

The field $\mathbf F$ is static and uniform, there is no magnetic field, and the level is well separated from all others. To first order in the field,

$$H=F_xM_x+F_yM_y+F_zM_z ,$$

where the $M_i$ are Hermitian $4\times4$ matrices. The claim to be shown is

$$H=\frac{p}{\sqrt3}\left(F_xQ_x+F_yQ_y+F_zQ_z\right),\qquad Q_z=J_xJ_y+J_yJ_x ,$$

with $Q_x=J_yJ_z+J_zJ_y$ and $Q_y=J_zJ_x+J_xJ_z$. The real constant $p$ is a dipole moment. The factor $1/\sqrt3$ is chosen so that the levels come out as $\pm pF$.

### Time reversal

Hermitian $4\times4$ matrices form a space of 16 real dimensions. A basis is built from symmetrized products of no, one, two and three matrices $J_i$, with the parts that reduce to shorter products removed. These sets transform under rotations as tensors of rank 0, 1, 2 and 3, with $1+3+5+7=16$ members. None of the sets vanishes, because $J_+^k$ is nonzero for $k\le3$, and sets of different rank are linearly independent. They therefore fill the space.

Time reversal changes the sign of every $J_i$, so a symmetrized product of $k$ factors acquires $(-1)^k$. Ranks 0 and 2 are even, which gives six operators:

$$1,\qquad N=J_z^2-\tfrac54,\qquad D=J_x^2-J_y^2,\qquad Q_x,\;Q_y,\;Q_z .$$

The other ten are odd. A static electric field is unchanged by time reversal, so $H$ must be unchanged too, and each $M_i$ is a real combination of the six even operators.

### The spatial operations

Let an operation of the site carry the field $\mathbf F$ into $R\mathbf F$, and let $U$ be its matrix on the quartet. Turning the states and turning the field must agree:

$$U\,H(\mathbf F)\,U^\dagger=H(R\mathbf F).$$

Some operations of $T_d$ are improper, meaning a proper rotation combined with inversion. The field is a polar vector and feels the inversion. An angular momentum is an axial vector and feels the proper rotation alone. Any overall sign in $U$ cancels between $U$ and $U^\dagger$.

Take the field along $z$, and write

$$M_z=c_0+c_1N+c_2D+c_3Q_x+c_4Q_y+c_5Q_z .$$

The half turn about $z$ leaves $F_z$ alone. It changes the signs of $J_x$ and $J_y$, so $Q_x$ and $Q_y$ change sign while the other four operators do not. Since $M_z$ must be unchanged, $c_3=c_4=0$.

The operation $S_4$ is a quarter turn about $z$ combined with inversion. The inversion reverses $F_z$, so $M_z$ must change sign. The quarter turn carries $J_x\to J_y$, $J_y\to-J_x$ and $J_z\to J_z$. Hence

$$1\to1,\qquad N\to N,\qquad D\to J_y^2-J_x^2=-D,\qquad Q_z\to-J_yJ_x-J_xJ_y=-Q_z .$$

The first two do not change sign, so $c_0=c_1=0$. In particular, the centre of the quartet does not move in first order.

The mirror that exchanges $x$ and $y$ leaves $F_z$ alone. It is inversion times a half turn about $[1\bar10]$. That half turn carries $J_x\to-J_y$, $J_y\to-J_x$ and $J_z\to-J_z$. It gives $D\to-D$ and $Q_z\to Q_z$, so $c_2=0$. What remains is $M_z=c_5Q_z$.

The threefold rotation about $[111]$ carries $x\to y\to z\to x$. It turns $F_z$ into $F_x$ and $Q_z$ into $Q_x$, so $M_x=c_5Q_x$. A second turn gives $M_y=c_5Q_y$. Naming the common coefficient $p/\sqrt3$ gives the claimed form.

It remains to see that the full expression is allowed, since so far conditions have only removed terms. The operations $S_4$ and the threefold rotation generate $T_d$. The threefold rotation permutes the three terms. Under $S_4$ the unit vectors change as $\hat x\to-\hat y$, $\hat y\to\hat x$, $\hat z\to-\hat z$, while the quarter turn acting on the matrices gives

$$Q_x\to-(J_xJ_z+J_zJ_x)=-Q_y,\qquad Q_y\to J_zJ_y+J_yJ_z=Q_x,\qquad Q_z\to-Q_z .$$

The two patterns agree, so the expression satisfies every condition.

### Why each symmetry condition matters

If the site had a centre of inversion, that operation would leave all $J_i$ unchanged and reverse $\mathbf F$. Then $H(\mathbf F)=H(-\mathbf F)$, and $p=0$. The linear effect therefore measures the absence of inversion at the acceptor site. A silicon crystal has inversion centres midway between neighbouring atoms, but a substitutional atom sits on a site without one.

Without time reversal, the operator $J_z(J_x^2-J_y^2)+(J_x^2-J_y^2)J_z$ would also be permitted for a field along $z$. Under the half turn, $S_4$ and the mirror it behaves as $Q_z$ does, but it contains three factors of $J$ and is odd in time.

The number of permitted couplings can be found without choosing any operators beforehand. The three matrices $M_i$ have 48 entries, and the covariance conditions are linear equations for them. Solving these equations numerically gives two independent solutions for $T_d$ alone, one when time reversal is added, and none when inversion is added as well. The single solution in the second case is proportional to the set $(Q_x,Q_y,Q_z)$.

The sign of $p$ depends on a choice. A quarter turn of the coordinate axes about $z$, with the crystal held still, exchanges the two possible orientations of the tetrahedron relative to the axes and reverses the sign of $Q_z$. The levels for a given field are unaffected.

### Levels for a field along [001]

With $J_\pm=J_x\pm iJ_y$,

$$J_+^2=J_x^2-J_y^2+iQ_z,\qquad J_-^2=J_x^2-J_y^2-iQ_z ,$$

and subtraction gives

$$Q_z=\frac{J_+^2-J_-^2}{2i}.$$

The rule $J_+|m\rangle=\sqrt{\tfrac{15}{4}-m(m+1)}\,|m+1\rangle$ gives the factors $\sqrt3$, $2$, $\sqrt3$ for the steps that start from $m=-\tfrac32,-\tfrac12,\tfrac12$. Two successive steps give $2\sqrt3$ from either possible start. Therefore

$$\langle\tfrac32|Q_z|{-\tfrac12}\rangle=\langle\tfrac12|Q_z|{-\tfrac32}\rangle=\frac{2\sqrt3}{2i}=-i\sqrt3 ,$$

and the remaining nonzero elements are the complex conjugates. The Hamiltonian falls into two equal blocks, one for the pair $(\tfrac32,-\tfrac12)$ and one for $(\tfrac12,-\tfrac32)$:

$$H_{\rm block}=pF\begin{pmatrix}0&-i\\ i&0\end{pmatrix}.$$

The square of this matrix is $p^2F^2$ and its trace is zero, so

$$\boxed{E=+pF\ \text{(twice)},\qquad E=-pF\ \text{(twice)}.}$$

The splitting is $2|p|F$. Applying the block to the column $(1,\pm i)$ returns $\pm pF$ times that column, so the states at $\pm pF$ are

$$\frac{|\tfrac32\rangle\pm i|{-\tfrac12}\rangle}{\sqrt2},\qquad \frac{|\tfrac12\rangle\pm i|{-\tfrac32}\rangle}{\sqrt2}.$$

Each level is a Kramers pair, whose degeneracy an electric field cannot lift. In both levels the weight of $|m|=\tfrac32$ is one half. A field along $[001]$ thus does not separate the quartet into states of $|m|=\tfrac32$ and states of $|m|=\tfrac12$, as a tetragonal strain does.

The dipole moment of a level along the field is $-dE/dF$, which is $-p$ for the level at $+pF$ and $+p$ for the other. At zero field an equal mixture of the four states has no dipole moment. The field does not create the moment $p$. It selects states that already carry it.

### Other field directions

The splitting does not depend on the direction of the field. To show this, let

$$P=J_zJ_++J_+J_z .$$

Its matrix element from $m$ to $m+1$ is $(2m+1)$ times that of $J_+$, which vanishes for $m=-\tfrac12$. So

$$P=2\sqrt3\left(|\tfrac32\rangle\langle\tfrac12|-|{-\tfrac12}\rangle\langle{-\tfrac32}|\right),\qquad P^2=0 .$$

The square vanishes because neither final state is one of the initial states. Since $Q_y=(P+P^\dagger)/2$ and $Q_x=(P-P^\dagger)/2i$,

$$Q_xQ_y+Q_yQ_x=\frac{2\left(P^2-P^{\dagger2}\right)}{4i}=0 .$$

The threefold rotation extends this to the other two pairs. The blocks found above give $Q_z^2=3$, and the same rotation gives $Q_x^2=Q_y^2=3$. In the square of $H$ all cross terms cancel:

$$H^2=\frac{p^2}{3}\left(3F_x^2+3F_y^2+3F_z^2\right)=p^2F^2 .$$

As $H$ has no trace, the levels are $\pm pF$, each twice, for every direction. The states do depend on the direction. This isotropy belongs to the term linear in the field and to a quartet free of strain.

### The quadratic term and strain

In second order a field along $z$ enters as $F^2$, which $S_4$ leaves unchanged. The conditions used above now keep $1$ and $N$ and remove $Q_z$ and $D$:

$$H_2=F^2(\alpha+\beta N).$$

In the basis of the $|m\rangle$, $N$ is diagonal with entries $1,-1,-1,1$. The operator $Q_z$ connects only states whose entries have opposite signs, so $NQ_z+Q_zN=0$. Squaring the traceless part of the Hamiltonian gives

$$E=\alpha F^2\pm\sqrt{p^2F^2+\beta^2F^4}.$$

For this field direction the two half-splittings add in quadrature, so the quadratic term changes the splitting only in order $F^3$. A third-order term proportional to $F^3Q_z$, left out here, contributes in the same order. Along $[111]$ this protection is absent. Symmetry also allows the quadratic term $F_yF_zQ_x+F_zF_xQ_y+F_xF_yQ_z$, which for that direction is proportional to the linear term and adds to it directly.

There is also a limit on $\beta$. For the ground quartet at energy $E_0$, the second-order operator is

$$H_2=-\sum_n\frac{V|n\rangle\langle n|V}{E_n-E_0},\qquad V=-qFz ,$$

restricted to the quartet. Here $q$ is the charge of the hole and $n$ runs over the excited states. Every denominator is positive, so neither eigenvalue $(\alpha\pm\beta)F^2$ can be positive, and $|\beta|\le-\alpha$. Replacing every denominator by the smallest one, $E_1$, and then completing the sum over states gives

$$|\alpha|F^2\le\frac{q^2F^2\langle z^2\rangle}{E_1},$$

where $\langle z^2\rangle$ is averaged over the quartet.

Strain enters through the same operators. A tetragonal strain along $z$ multiplies $N$, so its half-splitting adds in quadrature to $pF$. The shear $\varepsilon_{xy}$ transforms under $T_d$ as $F_z$ does, is also even in time, and so multiplies $Q_z$. For a field along $z$ it adds to $pF$ directly, with either sign. While the strain terms are small beside $|p|F$, this shear therefore changes the splitting more than a tetragonal strain of similar size. When they are large, the shear $\varepsilon_{xy}$ only offsets the splitting, whereas the tetragonal term suppresses its linear dependence on the field.

## Second derivation: orbitals, spin and an octupole potential

### What is carried over

The quartet states are $|m\rangle$, the matrices $J_i$ belong to $J=\tfrac32$, and $Q_z=J_xJ_y+J_yJ_x$ has the elements $\langle\tfrac32|Q_z|{-\tfrac12}\rangle=\langle\tfrac12|Q_z|{-\tfrac32}\rangle=-i\sqrt3$ and their conjugates. The first derivation gave $H=(p/\sqrt3)\,\mathbf F\cdot\mathbf Q$, with levels $\pm pF$. For a field along $[001]$, the quadratic term and tetragonal strain multiply $N=J_z^2-\tfrac54$ and add in quadrature, while the shear $\varepsilon_{xy}$ adds directly. The value of $p$ was left open. The same Hamiltonian is now built from a model of the hole, which also gives a formula for $p$.

Symmetry and time reversal have fixed the form of the linear coupling up to one constant $p$, and with it a splitting $2|p|F$ that is the same for every field direction. What remains is to derive the same Hamiltonian from an orbital model that gives a formula for $p$, and to estimate the size of the effect for an acceptor in silicon.
